# Adding the Fine-Structure Shifts of Hydrogen: verification in Python

```python
# Result under test: for hydrogen (fixed point proton) the first-order
# mass-velocity, spin-orbit and Darwin shifts add up to
#   -(alpha^2/(2 n^3)) * (1/(j+1/2) - 3/(4 n))   hartree,
# which depends on n and j only; the 2p splitting is alpha^2/32 hartree.
# n, l, j: quantum numbers; alpha: fine-structure constant; atomic units.
# u = r R(r) is written as polynomial(r) * exp(-r/n).
# Shifts are held in units of alpha^2 hartree until they are printed.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigvalsh
from scipy.special import roots_genlaguerre, eval_genlaguerre

r = sp.symbols('r', positive=True)


def integral(poly, decay):
    """Exact integral over r from 0 to infinity of poly * exp(-decay r)."""
    p = sp.Poly(sp.expand(poly), r)
    return sum(c * sp.factorial(k) / decay**(k + 1) for (k,), c in p.terms())


def radial_poly(n, l):
    """Unnormalized polynomial part of u and its squared norm."""
    lag = sp.assoc_laguerre(n - l - 1, 2*l + 1, 2*r/n)
    g = sp.expand(r**(l + 1) * lag)
    return g, integral(g**2, sp.Rational(2, n))


def p_squared(g, n, l):
    """Polynomial part of p^2 acting on the state."""
    a = sp.Rational(1, n)
    d1 = sp.diff(g, r) - a*g
    d2 = sp.diff(d1, r) - a*d1
    return sp.expand(-d2 + l*(l + 1)*g/r**2)


def spin_orbit_eigenvalues(l):
    """Eigenvalues of L.S from explicit matrices."""
    def ladder(q):
        m = np.arange(q, -q - 1, -1)
        up = np.diag(np.sqrt(q*(q + 1) - m[1:]*(m[1:] + 1)), 1)
        return np.diag(m), up
    lz, lup = ladder(float(l))
    sz, sup = ladder(0.5)
    mat = np.kron(lz, sz) + 0.5*(np.kron(lup, sup.T) + np.kron(lup.T, sup))
    return np.linalg.eigvalsh(mat)


def dirac_energy(n, kappa, alpha, size=14):
    """Radial Dirac-Coulomb level, rest energy removed, by diagonalization."""
    c = 1/alpha
    gam = np.sqrt(kappa**2 - alpha**2)
    scale = 2.0/n                      # x = scale * r
    x, w = roots_genlaguerre(size + 4, 2*gam - 1)
    f = np.array([eval_genlaguerre(k, 2*gam, x) for k in range(size)])
    df = np.array([np.zeros_like(x) if k == 0 else
                   -eval_genlaguerre(k - 1, 2*gam + 1, x)
                   for k in range(size)])
    norm = np.sqrt((f**2 * x * w).sum(axis=1))[:, None]
    f, df = f/norm, df/norm
    inv_x = (f*w) @ f.T
    deriv = (f*w) @ ((gam - x/2)*f + x*df).T
    b = c*scale*(deriv + kappa*inv_x)
    v = -scale*inv_x
    h = np.block([[v, b.T], [b, v - 2*c**2*np.eye(size)]])
    e = eigvalsh(h)
    return e[np.argmin(abs(e + 0.5/n**2))]


def total_formula(n, j):
    return -(1/(j + 0.5) - 0.75/n)/(2*n**3)


averages, shifts = {}, {}
for n in range(1, 5):
    for l in range(n):
        g, norm = radial_poly(n, l)
        decay = sp.Rational(2, n)
        p2g = p_squared(g, n, l)
        # The radial function must solve the Schroedinger equation.
        assert sp.expand(p2g/2 - g/r + g/(2*n**2)) == 0
        inv1 = float(integral(g**2/r, decay)/norm)
        inv2 = float(integral(g**2/r**2, decay)/norm)
        inv3 = float(integral(g**2/r**3, decay)/norm) if l else None
        p4 = float(integral(p2g**2, decay)/norm)
        # Mean Laplacian of V for a nuclear charge smeared as exp(-b r).
        b = sp.Integer(10)**9
        lap_v = float(integral(g**2, decay + b)*b**3/2/norm)
        origin = float(sp.expand(g/r).subs(r, 0)**2/norm)   # R(0)^2
        assert abs(inv1 - 1/n**2) < 1e-12
        assert abs(inv2 - 1/(n**3*(l + 0.5))) < 1e-12
        if l:
            assert abs(inv3 - 1/(n**3*l*(l + 0.5)*(l + 1))) < 1e-12
            assert origin == 0
        else:
            assert abs(origin - 4/n**3) < 1e-12
            # Pointwise p^4 away from r = 0 misses the delta function.
            point = float(integral(g*p_squared(p2g, n, 0), decay)/norm)
            assert abs(p4 - point - 2*origin) < 1e-11
            if n == 1:
                p4_pair = (p4, point)
        averages[n, l] = (inv1, inv2, inv3, origin)

        mv = -p4/8
        assert abs(mv + (1/(l + 0.5) - 0.75/n)/(2*n**3)) < 1e-12
        darwin = lap_v/8
        # Tolerance: finite size 1/b of the smeared charge.
        assert abs(darwin - (0.5/n**3 if l == 0 else 0)) < 1e-7
        ls = spin_orbit_eigenvalues(l)
        if l:
            assert np.allclose(ls[:2*l], -(l + 1)/2, atol=1e-12)
            assert np.allclose(ls[2*l:], l/2, atol=1e-12)
            cases = [(l - 0.5, ls[0]), (l + 0.5, ls[-1])]
        else:
            assert np.allclose(ls, 0)
            cases = [(0.5, 0.0)]
        for j, ls_value in cases:
            so = 0.5*inv3*ls_value if l else 0.0
            if l:
                so_formula = (1/(4*n**3*(l + 0.5)*(l + 1)) if j > l
                              else -1/(4*n**3*l*(l + 0.5)))
                assert abs(so - so_formula) < 1e-12
            total = mv + so + darwin
            assert abs(total - total_formula(n, j)) < 1e-7
            shifts[n, l, j] = (mv, so, darwin, total)

# Full Dirac levels: the error of the first-order total, in units of
# alpha^2 hartree, must fall by about 4 when alpha is halved.
dirac_shift, ratios = {}, []
for (n, l, j) in shifts:
    if n > 3:
        continue
    kappa = -(l + 1) if j > l else l
    errors = []
    for a in (0.1, 0.05):
        s = (dirac_energy(n, kappa, a) + 0.5/n**2)/a**2
        dirac_shift[n, l, j, a] = s
        errors.append(s - total_formula(n, j))
    ratios.append(errors[0]/errors[1])
    assert abs(errors[1]) < 1e-3
    assert 3.8 < ratios[-1] < 4.2, (n, l, j, ratios[-1])

alpha = const.fine_structure
hartree_ghz = const.physical_constants['hartree-hertz relationship'][0]/1e9
unit = alpha**2*hartree_ghz
split_au = shifts[2, 1, 1.5][3] - shifts[2, 1, 0.5][3]
assert abs(split_au - 1/32) < 1e-10
split = split_au*unit
assert round(split, 1) == 10.9
a = 0.05
dirac_split = dirac_shift[2, 1, 1.5, a] - dirac_shift[2, 1, 0.5, a]
next_coeff = (dirac_split/split_au - 1)/a**2
anomaly = const.physical_constants['electron mag. mom. anomaly'][0]

print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"hartree / h = {hartree_ghz:.6e} GHz")
print(f"alpha^2 hartree / h = {unit:.4f} GHz")
print("radial averages in atomic units:")
for (n, l), name in {(1, 0): '1s', (2, 0): '2s', (2, 1): '2p'}.items():
    i1, i2, i3, o = averages[n, l]
    t3 = f"{i3:.6f}" if i3 is not None else "diverges"
    print(f" {name}: <1/r>={i1:.6f} <1/r^2>={i2:.6f} "
          f"<1/r^3>={t3} R(0)^2={o:.6f}")
print(f"1s <p^4> as norm of p^2 psi = {p4_pair[0]:.4f} a.u.")
print(f"1s <p^4> pointwise, delta missed = {p4_pair[1]:.4f} a.u.")
print("shifts in GHz: mass-velocity, spin-orbit, Darwin, total")
labels = {(1, 0, 0.5): '1s1/2', (2, 0, 0.5): '2s1/2',
          (2, 1, 0.5): '2p1/2', (2, 1, 1.5): '2p3/2'}
for key, name in labels.items():
    print(f" {name}: " + "  ".join(f"{v*unit + 0.0:.3f}" for v in shifts[key]))
print(f"2p3/2 - 2p1/2 splitting = {split:.3f} GHz")
print(f"same splitting = {split*1e9*const.h/const.e*1e6:.3f} micro-eV")
print("full Dirac check, error ratio on halving alpha (n = 1 to 3):")
print(f" smallest {min(ratios):.3f}, largest {max(ratios):.3f}")
print(f"next Dirac order: relative change / alpha^2 = {next_coeff:.3f}")
print(f" effect on splitting = {next_coeff*alpha**2*split:.5f} GHz")
print(f"electron moment anomaly a = {anomaly:.6f}")
print(f" size of its effect, 2a x splitting = {2*anomaly*split:.4f} GHz")
mass_ratio = const.m_e/const.m_p
print(f"electron/proton mass ratio = {mass_ratio:.4e}")
print(f" mass ratio x splitting = {mass_ratio*split:.4f} GHz")
print("OK")
```

Output:

```
fine-structure constant alpha = 0.007297353
hartree / h = 6.579684e+06 GHz
alpha^2 hartree / h = 350.3771 GHz
radial averages in atomic units:
 1s: <1/r>=1.000000 <1/r^2>=2.000000 <1/r^3>=diverges R(0)^2=4.000000
 2s: <1/r>=0.250000 <1/r^2>=0.250000 <1/r^3>=diverges R(0)^2=0.500000
 2p: <1/r>=0.250000 <1/r^2>=0.083333 <1/r^3>=0.041667 R(0)^2=0.000000
1s <p^4> as norm of p^2 psi = 5.0000 a.u.
1s <p^4> pointwise, delta missed = -3.0000 a.u.
shifts in GHz: mass-velocity, spin-orbit, Darwin, total
 1s1/2: -218.986  0.000  175.189  -43.797
 2s1/2: -35.585  0.000  21.899  -13.687
 2p1/2: -6.387  -7.300  0.000  -13.687
 2p3/2: -6.387  3.650  0.000  -2.737
2p3/2 - 2p1/2 splitting = 10.949 GHz
same splitting = 45.283 micro-eV
full Dirac check, error ratio on halving alpha (n = 1 to 3):
 smallest 4.003, largest 4.019
next Dirac order: relative change / alpha^2 = 0.626
 effect on splitting = 0.00037 GHz
electron moment anomaly a = 0.001160
 size of its effect, 2a x splitting = 0.0254 GHz
electron/proton mass ratio = 5.4462e-04
 mass ratio x splitting = 0.0060 GHz
OK
```
